Optical conductivity and absorption of honeycomb-lattice Dirac cones, derived two ways, part 1

(Sections cited here and not found follow in the second part.)

Optical conductivity of Dirac cones: e²/4ħ, πα and Pauli blocking

1. Definitions and conventions

The algebra is in atomic units: ħ = e = 1 and 4πε₀ = 1, so that Maxwell's equations have their Gaussian form and the speed of light is c = 1/α, with α the fine-structure constant. The electron charge is −1. Temperature T means k_B times the temperature, μ is the chemical potential, and

f(ε) = 1/(e^{(ε−μ)/T} + 1)

is the Fermi function. The sheet lies in the xy plane. A sheet conductivity σ relates the current per unit length j to the in-plane field E by j = σE, and in these units it is a pure number, to be multiplied by e²/ħ. The reference value is

σ₀ = 1/4, that is e²/4ħ.

Fields vary as e^{−iωt} with ω > 0, and z = ω + iη with η > 0 is a complex frequency. The field is uniform in the plane and points along x. It is described by a vector potential A(t), with the factor 1/c absorbed, so that E = −∂A/∂t. A charge −1 couples to it by the replacement k → k + A. Numbers are given in eV and ångström, with ω standing for ħω and v for ħv; every formula for σ below is dimensionless in that form and can be used unchanged.

The electrons are independent: there is no Coulomb interaction between them, no phonons and no disorder. The response is taken to first order in E.

The cones come from the nearest-neighbour model on the honeycomb lattice, with hopping γ (called t in the program) and bond length d. The three bonds from an A site to its B neighbours are δ₀ = d(1, 0), δ₁ = d(−1/2, √3/2), δ₂ = d(−1/2, −√3/2). With Bloch phases taken at the true atomic positions, the Hamiltonian in the (A, B) basis is the 2×2 matrix with zero diagonal and

H_AB = h(k) = −γ Σ_j e^{ik·δ_j},  H_BA = h*(k).   (1)

Its eigenvalues are ε_± = ±ε, ε = |h|. A uniform vector potential multiplies the hop along δ_j by e^{iA·δ_j}, which is exactly k → k + A in (1). The differences δ_i − δ_j are lattice vectors, so for a reciprocal vector G the three phases e^{iG·δ_j} are equal and h(k+G) = e^{iG·δ₀}h(k). This is a k-independent unitary change of basis, and every trace built from H and its k-derivatives is therefore periodic over the Brillouin zone.

The bands touch where three unit phasors add to zero. That requires them to form an equilateral triangle, in one of two orientations, so there are two inequivalent touching points, ±K. With w = e^{2πi/3} and K = (0, 4π/(3√3 d)) one has K·δ_j = 0, 2π/3, −2π/3, hence e^{iK·δ_j} = w^j. Read as complex numbers the bonds are δ_j = d w^j. For k = K + q and u = q_x + iq_y, the scalar product is q·δ_j = (d/2)(u w^{−j} + ū w^j), the bar denoting complex conjugation. The sum Σ_j w^{nj} equals 3 when n is a multiple of 3 and 0 otherwise, so to first order in q

h(K+q) = −γ Σ_j w^j (1 + i q·δ_j) = −γ (id/2)(3u + ū Σ_j w^{2j}) = −iv u,  v = 3γd/2.   (2)

At −K the factor w^j becomes w^{−j}, the ū term survives instead, and h = −iv ū. A constant phase on the B orbital multiplies h by that phase. Multiplying by i at −K gives v(q_x − iq_y), and multiplying by −i at K gives v(−q_x − iq_y). With q renamed k, both are

H = v(τ k_x σ_x + k_y σ_y),  τ = ±1,  ε = vk,   (3)

where the Pauli matrices act on the sublattice index. Two valleys and two spins give g = 4 cones. The symbol ∫_k means 2∫d²k/(2π)² over the zone for the lattice and g∫d²k/(2π)² over the plane for the cones. The velocity matrix is v̂ = ∂H/∂k_x, with elements v_nm = ⟨n|v̂|m⟩ between the band states n, m = ±, and f_n = f(ε_n). One function of the occupations appears throughout:

G(ε) = f(−ε) − f(ε).   (4)

The result to be derived twice is, for the cone model in the limit η → 0⁺,

Re σ_inter(ω) = σ₀ G(ω/2),   (5)

Im σ_inter(ω) = (1/π) P∫₀^∞ dε G(ε) ω/(ω² − 4ε²),   (6)

where P is the principal value.

2. First derivation: the Kubo formula

The density matrix. A uniform A conserves k, so each k has its own 2×2 density matrix obeying i∂ρ/∂t = [H(k+A), ρ]. The current follows from the energy balance. The energy per area changes at the rate ∫_k Tr[ρ ∂H/∂A] ∂A/∂t = −E ∫_k Tr[ρ ∂_xH(k+A)], where ∂_x = ∂/∂k_x and the term with ∂ρ/∂t drops because Tr([H,ρ]H) = 0. This rate is the work jE, so

j = −∫_k Tr[ρ ∂_xH(k+A)].   (7)

Take A(t) = A e^{−izt}. The factor e^{ηt} makes the field vanish at t → −∞, when ρ = ρ₀ = f(H). A complex field is allowed because the response is linear; the physical current is the real part. Then E = izA. Write ρ = ρ₀ + δρ and H(k+A) = H + A v̂ to first order. Since i∂/∂t acting on e^{−izt} gives z, and [v̂, ρ₀]_nm = v_nm(f_m − f_n),

z δρ_nm = (ε_n − ε_m) δρ_nm + A v_nm (f_m − f_n),

δρ_nm = A v_nm (f_m − f_n)/(z − ε_n + ε_m).

The diagonal elements vanish. In (7) the operator also depends on A, ∂_xH(k+A) = v̂ + A ∂²_xH, so

j = −∫_k { Tr[ρ₀v̂] + A Tr[ρ₀ ∂²_xH] + Σ_nm δρ_nm v_mn }.

The first term is Σ_n f(ε_n) ∂_xε_n, because v_nn = ∂_xε_n (shown below). It is the derivative of a periodic function of k and integrates to zero. In the last term v_nm v_mn = |v_nm|², and the labels n and m may be exchanged. Dividing by E = izA and using −1/i = i,

σ(z) = (i/z) ∫_k { Σ_n f_n ⟨n|∂²_xH|n⟩ + Σ_{n≠m} (f_n − f_m)|v_nm|²/(z + ε_n − ε_m) }.   (8)

The first term is the diamagnetic and the second the paramagnetic response.

Why (8) cannot be put on the bare cone. For (3), ∂²_xH = 0, and the paramagnetic term at z → 0 is the sum over the two orderings of (−G/2ε)|v₊₋|². With |v₊₋|² of order v² and k dk = ε dε/v², the integrand in ε tends to a constant, and the integral grows linearly with the cutoff. The insulating-looking filled band would then carry a term −iΛ/(πz), where Λ is the cutoff energy. On the lattice this term is cancelled by the diamagnetic one, which comes from the whole zone. The cancellation has to be carried out before the cone approximation is made.

The zone identity. Differentiating H|n⟩ = ε_n|n⟩ gives (H − ε_n)|∂n⟩ = (∂_xε_n − v̂)|n⟩. Projection on ⟨n| yields ∂_xε_n = v_nn. Projection on ⟨m|, m ≠ n, yields ⟨m|∂n⟩ = v_mn/(ε_n − ε_m). Differentiating v_nn gives ⟨n|∂²_xH|n⟩ + 2 Re⟨n|v̂|∂n⟩. The component ⟨n|∂n⟩ is imaginary because the norm is fixed, and v_nn is real, so only m ≠ n contributes:

∂²_xε_n = ⟨n|∂²_xH|n⟩ + 2 Σ_{m≠n} |v_nm|²/(ε_n − ε_m).

Now differentiate F(k) = Tr[f(H)v̂] = Σ_n f(ε_n)∂_xε_n:

∂_xF = Σ_n f′(ε_n) v_nn² + Σ_n f_n⟨n|∂²_xH|n⟩ + Σ_{n≠m} (f_n − f_m)|v_nm|²/(ε_n − ε_m).

In the last sum the factor 2f_n was split into two equal halves and the labels exchanged in one of them, which reverses the sign of the denominator. For T > 0, f(H) is a smooth matrix function of k even at ±K, so F is smooth and periodic and ∫_k ∂_xF = 0. Therefore

∫_k { Σ_n f_n⟨n|∂²_xH|n⟩ + Σ_{n≠m} (f_n − f_m)|v_nm|²/(ε_n − ε_m) } = D,  D ≡ ∫_k Σ_n (−f′(ε_n)) v_nn².   (9)

The program tests (9) on a 120×120 grid with γ = 3 eV, μ = 0.5 eV, T = 0.3 eV. The diamagnetic term is 1.81468 eV, the static interband term is −1.62178 eV, and their sum agrees with D = 0.19290 eV computed from its own definition. About nine tenths of the diamagnetic term is cancelled.

Use (9) to eliminate the diamagnetic term from (8). With Δ = ε_n − ε_m,

1/(z + Δ) − 1/Δ = −z/[Δ(z + Δ)],

and the factor z cancels the 1/z in front:

σ(z) = iD/z + σ_inter(z),

σ_inter(z) = −i ∫_k Σ_{n≠m} [(f_n − f_m)/(ε_n − ε_m)] |v_nm|²/(z + ε_n − ε_m).   (10)

The intraband part iD/z describes free acceleration of the carriers near the Fermi level, and D is the Drude weight. The limit T → 0 is taken in (10). The program tests (10) against dynamics that involve no perturbation theory. A pulse E₀δ(t) makes A = −E₀ for t > 0; the equilibrium density matrix then evolves exactly under H(k − E₀x̂), and σ(z) is ∫₀^∞ j(t)e^{izt}dt divided by E₀ for small E₀. The two agree at three frequencies; at z = 6 + 0.3i eV both give (2.19584 + 0.93438i)σ₀.

Matrix elements on the cone. For τ = +1 and k = k(cosθ, sinθ), H_AB = vk e^{−iθ}, and the spinors |±⟩ = (1, ±e^{iθ})/√2 satisfy H|±⟩ = ±vk|±⟩: the upper row gives vk e^{−iθ}(±e^{iθ}) = ±vk and the lower row vk e^{iθ} = ±vk(±e^{iθ}). The velocity is v̂ = vσ_x, which exchanges the two components:

⟨+|σ_x|−⟩ = ½ (1, e^{−iθ})·(−e^{iθ}, 1) = ½(e^{−iθ} − e^{iθ}) = −i sinθ,

⟨±|σ_x|±⟩ = ±½(e^{iθ} + e^{−iθ}) = ±cosθ.

For τ = −1, H_AB = vk(−cosθ − i sinθ) = vk e^{−i(π−θ)}, so θ → π − θ and v̂ = −vσ_x. The squares are unchanged: |v₊₋|² = v² sin²θ and v_nn² = v² cos²θ in both valleys, each with angular integral πv².

The radial integral. For (n, m) = (−, +) the ratio (f_n − f_m)/(ε_n − ε_m) is G/(−2ε) and the last denominator is z − 2ε. For (+, −) the ratio is (−G)/(2ε), the same, and the denominator is z + 2ε. Since 1/(z − 2ε) + 1/(z + 2ε) = 2z/(z² − 4ε²) and k dk = ε dε/v²,

σ_inter = −i (g/4π²) (πv²) ∫₀^∞ (ε dε/v²) (−G/2ε) 2z/(z² − 4ε²)

 = (ig/4π) ∫₀^∞ dε G(ε) z/(z² − 4ε²).   (11)

The velocity has cancelled between the squared matrix element and the density of states. At T = μ = 0 the cone has no other scale, and a two-dimensional conductivity is dimensionless, so σ can only be a number.

The integrand of (11) falls as 1/ε², so the integral converges. The part above an energy Λ ≫ ω, |μ|, T is (ig/4π)(−z/4Λ), which for real ω and g = 4 is −iσ₀ω/(πΛ). The cone stops describing the lattice at Λ of order γ, so the imaginary part obtained from (11) differs from that of the lattice model by a term linear in ω/γ. The tail estimate fixes only this scaling. The coefficient depends on the whole band and is small: integrating (10) over the zone at μ = T = 0 gives Im σ ≈ −0.028σ₀ω/γ, a value not among the program's tests. The real part comes from the single shell ε = ω/2, and its lattice correction starts at second order, σ₀ω²/9γ², as section 6 shows. It is the smaller of the two corrections only for ω below about γ/4.

The limit η → 0⁺. Writing 1/(x + iη) = x/(x² + η²) − iη/(x² + η²), the first term tends to the principal value P(1/x) and the second, a Lorentzian of area π, to −iπδ(x). In z/(z² − 4ε²) = ½[1/(z − 2ε) + 1/(z + 2ε)] only the first fraction has a vanishing denominator for ω, ε > 0. With δ(ω − 2ε) = ½δ(ε − ω/2),

z/(z² − 4ε²) → P ω/(ω² − 4ε²) − (iπ/4) δ(ε − ω/2).

Multiplying by ig/4π gives Re σ_inter = (g/4π)(π/4)G(ω/2) = gG(ω/2)/16, which for g = 4 is (5), and the principal-value term is (6).

A form of (6) without a singular point follows from

P∫₀^∞ dε ω/(ω² − 4ε²) = 0.   (12)

The antiderivative ¼ ln|(2ε + ω)/(2ε − ω)| vanishes at ε = 0 and at ε → ∞, and its values at ω/2 ± δ differ by an amount that tends to zero with δ. Hence G(ε) in (6) may be replaced by G(ε) − G(ω/2), which removes the pole.

Zero temperature. For μ > 0, f(−ε) = 1 and f(ε) = θ(μ − ε); for μ < 0, f(ε) = 0 and f(−ε) = θ(ε − |μ|). In both cases G = θ(ε − |μ|). The function Φ(ε) = ¼[ln(2ε + z) − ln(2ε − z)] has

Φ′ = ½[1/(2ε + z) − 1/(2ε − z)] = −z/(4ε² − z²) = z/(z² − 4ε²).

With principal logarithms Φ is continuous along the path, because 2ε ± z has imaginary part ±η and never crosses the cut on the negative real axis, and Φ(∞) = 0. For g = 4, (11) gives σ_inter = −(i/π)Φ(|μ|):

σ_inter(z) = −(iσ₀/π) [ln(2|μ| + z) − ln(2|μ| − z)].   (13)

As η → 0⁺, 2|μ| − z approaches the real axis from below. For ω < 2|μ| its argument tends to 0, and for ω > 2|μ| to −π. The bracket is then ln|(2|μ| + ω)/(2|μ| − ω)| + iπθ(ω − 2|μ|), and

σ_inter(ω) = σ₀ { θ(ω − 2|μ|) − (i/π) ln|(2|μ| + ω)/(2|μ| − ω)| }.   (14)

At μ = 0, ln z − ln(−z) = iπ everywhere in the upper half-plane, so σ_inter = σ₀ for every ω and η. The program checks the spinors, the matrix element and Φ′ symbolically. It also evaluates (10) by two-dimensional quadrature with numerically diagonalized cones, for two different velocities and for μ = 0 and both signs of μ, and asserts agreement with (13) at complex z.

The Drude weight. From (9) with v_nn² = v²cos²θ,

D = (g/4π) ∫₀^∞ ε dε [−f′(ε) − f′(−ε)].

Integration by parts gives ∫ε(−f′)dε = ∫₀^∞ f dε = T ln(1 + e^{μ/T}). For the lower band, the hole occupation f̄(ε) = 1 − f(−ε) = 1/(e^{(ε+μ)/T} + 1) has df̄/dε = f′(−ε), so that term gives ∫₀^∞ f̄ dε = T ln(1 + e^{−μ/T}). The product (1 + e^{x})(1 + e^{−x}) equals (2cosh(x/2))², and

D = (2T/π) ln[2cosh(μ/2T)] = |μ|/π + (2T/π) ln(1 + e^{−|μ|/T}).   (15)

3. Second derivation: transition rates and energy balance

This road starts on the cone, uses a real field, and counts absorbed quanta.

The perturbation. Let E(t) = E₀ cos ωt, switched on at t = 0. Then A = −(E₀/ω) sin ωt = (E₀/2iω)(e^{−iωt} − e^{iωt}), and the perturbation A v̂ is

V(t) = W e^{−iωt} + W† e^{iωt},  W = E₀ v̂/(2iω).

On the cone this is the whole coupling. On the lattice there is also ½A²∂²_xH, whose transition amplitude is of order E₀² and whose rate is of order E₀⁴, so it does not enter a rate of order E₀².

The rate for one k. For an electron that starts in |−⟩, the amplitude in |+⟩ obeys i dc₊/dt = V₊₋(t) e^{2iεt} to first order. The term with e^{iωt} oscillates at 2ε + ω, gives a bounded amplitude and no growth in time, and is dropped. With Δ = 2ε − ω the other term gives

c₊(t) = −W₊₋ (e^{iΔt} − 1)/Δ,  |c₊|² = |W₊₋|² sin²(Δt/2)/(Δ/2)².

As a function of Δ the last factor has width of order 1/t, and with x = Δt/2 its area is 2t∫(sin²x/x²)dx = 2πt. Under an integral over ε with a weight that is smooth on the scale 1/t it acts as 2πt δ(Δ). The rate is

Γ_k = 2π|W₊₋|² δ(2ε − ω) = (πE₀²/2ω²) |v₊₋|² δ(2ε − ω).   (16)

An electron that starts in |+⟩ goes down through W† at the same rate, since |W†₋₊| = |W₊₋|. Two conditions have been used. The time must be long against 1/ω and against the inverse scale on which G varies, and it must be short enough that |W₊₋|t ≪ 1. A weak enough field satisfies both. A strong field changes the occupations and saturates the absorption, which is outside linear response. Transitions within a band do not occur: k is conserved, so the energy transfer would be zero.

Occupations. For given k, spin and valley there are two levels. If both are empty or both full, the many-electron state is unique and nothing can happen. The lower level alone is full with probability f₋(1 − f₊), and then energy ω is absorbed; the upper level alone is full with probability f₊(1 − f₋), and then ω is emitted. The net factor is

f₋(1 − f₊) − f₊(1 − f₋) = f₋ − f₊ = G(ε).

The absorbed power per area is P = ω∫_k Γ_k G. On the other side, a current j = Re[σE₀e^{−iωt}] = E₀(Re σ cos ωt + Im σ sin ωt) does work at the mean rate ½ Re σ E₀². Equating the two,

Re σ(ω) = (π/ω) ∫_k G(ε) |v₊₋|² δ(ω − 2ε).   (17)

This holds for the lattice model (1) as well as for the cone.

The matrix element without spinors. H = ε n·σ with the unit vector n = (τ cosθ, sinθ), and the state |+⟩ has its pseudospin along n, so ⟨+|σ_x|+⟩ = n_x. Since σ_x² = 1, completeness gives 1 = ⟨+|σ_x|+⟩² + |⟨+|σ_x|−⟩|², hence |v₊₋|² = v²(1 − cos²θ) = v² sin²θ. The field shifts k along x. It flips the pseudospin only through the component of that shift transverse to k, and states moving along the field are dark.

Evaluation. With ∫₀^∞ ε dε G(ε)δ(ω − 2ε) = (ω/2)(1/2)G(ω/2),

Re σ = (π/ω)(g/4π²)(πv²)(1/v²)(ω/4) G(ω/2) = (g/16) G(ω/2),

which is (5). The frequency has cancelled as well as the velocity. The squared vector potential scales as 1/ω², the joint density of states as ω, and the energy per quantum as ω.

Absorption to first order. For g = 4 the power is P = E₀²G/8. A plane wave in vacuum has B = E and mean Poynting flux I = cE₀²/8π. If the field at the sheet is taken to be the incident field,

P/I = πG(ω/2)/c = πα G(ω/2).   (18)

The coupling strength α enters only through the flux carried by a given field. The identification of the local with the incident field is correct to first order in α, and section 5 removes it.

The imaginary part from causality. The rates give only Re σ at ω > 0. The current is j(t) = ∫₀^∞σ(t′)E(t − t′)dt′ with a real kernel, so σ(z) = ∫₀^∞σ(t′)e^{izt′}dt′ is analytic for Im z > 0 and σ(−ω) = σ(ω)*, which makes Re σ even in ω. Two assumptions are needed that the rates do not supply: that σ tends to the constant σ₀ at large |z|, and that its only unbounded term at the origin is a pole iD/z with some real D. (For T > 0, G is linear in ε at small ε, so Re σ_inter is proportional to |ω| and σ_inter contains a term z ln z. This term is not analytic at the origin, but it vanishes there and does not affect the contour argument.) Then φ(z) = σ − iD/z − σ₀ decays at infinity. Integrate φ(ω′)/(ω′ − ω) along the real axis, passing above ω on a small semicircle, and close in the upper half-plane. The contour encloses no singularity, the large arc gives nothing, and the small clockwise semicircle gives −iπφ(ω). So φ(ω) = (1/iπ)P∫φ(ω′)dω′/(ω′ − ω), and

Im φ(ω) = −(1/π) P∫_{−∞}^{∞} Re φ(ω′) dω′/(ω′ − ω) = (2ω/π) P∫₀^∞ Re φ(ω′) dω′/(ω² − ω′²).   (19)

The second form folds the negative axis onto the positive one, using 1/(ω′ − ω) − 1/(ω′ + ω) = 2ω/(ω′² − ω²). Here Re φ = σ₀[G(ω′/2) − 1]. With ω′ = 2ε the prefactor becomes (2ω/π)(2)(1/4) = ω/π, the constant −1 drops by (12), and Im φ equals the right side of (6). This Kramers–Kronig argument holds for any D, so the Drude weight is left open.

The program extrapolates the numerical Kubo sum (10) to η → 0 at T = 0.025 eV and μ = ±0.2 eV and asserts that its real part matches σ₀G(ω/2), with G in the closed form (20) below, and that its imaginary part matches the subtracted form of (6), at four frequencies.

The Kubo formula and the transition rates both give Re σ_inter = σ₀G(ω/2) for the cones, and causality, with two assumptions about the limits of σ, recovers the Kubo result for the imaginary part. What remains is to work out Pauli blocking, the absorption of a free-standing sheet, the limits of the cone approximation, a comparison of the two derivations' assumptions, and a numerical example.
